# Thermionic emission and diffusion in series at a Schottky contact

A metal fills $x<0$ and a non-degenerate n-type semiconductor fills $x>0$. The conduction-band edge $E_C(x)$ has its maximum at $x_m$, close to the metal, and falls to its bulk value at the end $W$ of the depletion layer. Energies are measured from the metal Fermi level, so $E_C(x_m)=q\phi_B$, with $q>0$ the elementary charge. A forward bias $V>0$ raises the electron quasi-Fermi level in the bulk to $qV$. The electric current density $J$ is positive from metal to semiconductor; electrons then move towards the metal.

The model has one isotropic parabolic band of mass $m^*$, Boltzmann statistics and a constant mobility $\mu$. Tunnelling, quantum reflection at the top, recombination and the series resistance of the bulk are left out. The temperature is $T$, and $V_T=kT/q$.

An electron bound for the metal must first travel up the barrier through collisions and then cross its top. The problem is to find the current when either process may be the slower one.

## (a) Emission over the top

**Find the one-way flux of a Maxwellian electron gas per unit density, relate it to the Richardson constant, and write the net current across $x_m$.**

In a Maxwellian gas the velocity components are independent. The flux towards the metal, divided by the density, is therefore a ratio of one-dimensional integrals:

$$v_R=\frac{\int_0^\infty v\,e^{-m^*v^2/2kT}\,dv}{\int_{-\infty}^{\infty}e^{-m^*v^2/2kT}\,dv}
=\frac{kT/m^*}{\sqrt{2\pi kT/m^*}}=\sqrt{\frac{kT}{2\pi m^*}} .$$

The mean speed is $\langle v\rangle=\sqrt{8kT/\pi m^*}$, so $v_R=\langle v\rangle/4$. With the effective density of states $N_C=2(2\pi m^*kT)^{3/2}/h^3$,

$$qN_Cv_R=\frac{2q}{h^3}(2\pi m^*kT)^{3/2}\left(\frac{kT}{2\pi m^*}\right)^{1/2}
=\frac{4\pi q m^*k^2}{h^3}\,T^2\equiv A^*T^2 .$$

Thus $v_R=A^*T^2/(qN_C)$, where $A^*$ is the Richardson constant for this band.

Let $n_m$ be the density that the semiconductor quasi-Fermi level assigns to the top:

$$n_m=N_C\,e^{[E_{Fn}(x_m)-q\phi_B]/kT},\qquad n_0=N_C\,e^{-\phi_B/V_T}.$$

The stream towards the metal is $n_mv_R$. The metal sends back $n_0v_R$, since at zero bias the two streams must cancel and the metal's emission depends on its own Fermi level. Electrons moving towards $-x$ carry current towards $+x$, so

$$J=q\,v_R\,(n_m-n_0). \tag{1}$$

This law contains a choice. If each stream is half a Maxwellian, the actual density at the top is $(n_m+n_0)/2$, not $n_m$. Equation (1) identifies the level of the outgoing stream with the quasi-Fermi level of the transport equation used below. That is right when the level is flat up to the top. When diffusion is slow, $n_m-n_0$ is only a small part of the full difference $n_0(e^{V/V_T}-1)$ that drives the current, as (5) will show, and the exact form of the emission law hardly matters for $J$. Between these limits the result is an interpolation within this model, not an exact solution of the Boltzmann equation.

## (b) Transport up to the top

**Solve the drift-diffusion equation between $x_m$ and $W$ for an arbitrary barrier shape, and express the result through a velocity.**

The electric field is $\mathcal E=(1/q)\,dE_C/dx$, because the electron energy is $-q$ times the potential. The current is

$$J=q\mu n\mathcal E+qD\frac{dn}{dx},\qquad D=\mu V_T .$$

From $n=N_Ce^{(E_{Fn}-E_C)/kT}$ follows $dn/dx=(n/kT)(dE_{Fn}/dx-dE_C/dx)$. Since $qD/kT=\mu$, the two terms in $dE_C/dx$ cancel:

$$J=\mu n\frac{dE_C}{dx}+\mu n\left(\frac{dE_{Fn}}{dx}-\frac{dE_C}{dx}\right)=\mu n\frac{dE_{Fn}}{dx}.$$

The unknown $n$ is removed by differentiating an exponential of $E_{Fn}$:

$$\frac{d}{dx}e^{E_{Fn}/kT}=\frac{e^{E_{Fn}/kT}}{kT}\,\frac{J}{\mu n}
=\frac{J}{\mu kT N_C}\,e^{E_C/kT}.$$

In a steady state without recombination $J$ does not depend on $x$. Integration from $x_m$ to $W$, where $E_{Fn}=qV$, gives

$$e^{V/V_T}-e^{E_{Fn}(x_m)/kT}=\frac{J\,e^{\phi_B/V_T}}{\mu kTN_C}\int_{x_m}^{W}e^{-[E_C(x_m)-E_C(x)]/kT}dx .$$

Multiply by $n_0=N_Ce^{-\phi_B/V_T}$. The left side becomes $n_0e^{V/V_T}-n_m$, and on the right $\mu kT=qD$. With the diffusion velocity defined by

$$v_D=\frac{D}{\displaystyle\int_{x_m}^{W}e^{-[E_C(x_m)-E_C(x)]/kT}\,dx}, \tag{2}$$

the transport law takes the same form as the emission law:

$$J=q\,v_D\,(n_0e^{V/V_T}-n_m). \tag{3}$$

## (c) The combined current

**Eliminate $n_m$. What density establishes itself at the top?**

Equations (1) and (3) read

$$n_m-n_0=\frac{J}{qv_R},\qquad n_0e^{V/V_T}-n_m=\frac{J}{qv_D}.$$

Their sum no longer contains $n_m$:

$$n_0\left(e^{V/V_T}-1\right)=\frac Jq\left(\frac1{v_R}+\frac1{v_D}\right).$$

Hence

$$J=qN_C\,\frac{v_R}{1+v_R/v_D}\;e^{-\phi_B/V_T}\left(e^{V/V_T}-1\right). \tag{4}$$

This is the Crowell-Sze current. The effective velocity obeys $1/v_{\rm eff}=1/v_R+1/v_D$: emission and diffusion act as resistances in series, and the smaller velocity controls the current. Putting $J$ back into (1) gives

$$\frac{n_m}{n_0}=1+\left(e^{V/V_T}-1\right)\frac{v_D}{v_R+v_D}. \tag{5}$$

Direct numerical integration of the drift-diffusion equation with boundary condition (1) agrees with (4) to a relative $10^{-6}$. The comparison covers three mobilities, forward and reverse bias, and barriers with and without image force.

## (d) The diffusion velocity of a depletion layer

**Evaluate $v_D$ for uniform donor density $N_D$ without image force, and find its leading form for a high barrier.**

Now $x_m=0$. With all donors ionized and mobile charge neglected, Poisson's equation is $d^2E_C/dx^2=q^2N_D/\varepsilon$. The field vanishes at $W$, so

$$E_C(x)=E_C(W)+\frac{q^2N_D}{2\varepsilon}(W-x)^2 .$$

The band bending in volts is $\psi=V_{bi}-V=qN_DW^2/2\varepsilon$. The magnitude of the field at the contact is $E_m=qN_DW/\varepsilon=2\psi/W$. In the neutral bulk $N_D=N_Ce^{-(\phi_B-V_{bi})/V_T}$, hence $V_{bi}=\phi_B-V_T\ln(N_C/N_D)$.

Set $\beta=\psi/V_T$ and $s=1-x/W$. The exponent in (2) is $-\beta(1-s^2)$, and the integral becomes

$$We^{-\beta}\int_0^1e^{\beta s^2}ds=\frac{W}{\sqrt\beta}\,e^{-\beta}\int_0^{\sqrt\beta}e^{t^2}dt=\frac{W}{\sqrt\beta}F(\sqrt\beta),$$

where $t=\sqrt\beta\,s$ and $F(y)=e^{-y^2}\int_0^ye^{t^2}dt$ is Dawson's function. Because $\mu E_m=(D/V_T)(2\psi/W)=2D\beta/W$,

$$v_D=\frac{D\sqrt\beta}{W F(\sqrt\beta)}=\frac{\mu E_m}{2\sqrt\beta\,F(\sqrt\beta)}. \tag{6}$$

For large $\beta$ it is clearer to measure distance in units of the length over which the barrier falls by $kT$, $x=uV_T/E_m$. The fall of the band edge divided by $kT$ is then

$$\frac{E_mx}{V_T}-\frac{E_mx^2}{2WV_T}=u-\frac{u^2}{4\beta}.$$

The upper limit is $u=2\beta$. Up to there the fall is at least $u/2$, so large $u$ contributes exponentially little. Expanding the small curvature term gives

$$\int e^{-[\dots]}dx\simeq\frac{V_T}{E_m}\int_0^\infty e^{-u}\left(1+\frac{u^2}{4\beta}\right)du=\frac{V_T}{E_m}\left(1+\frac1{2\beta}\right),$$

and therefore

$$v_D\simeq\mu E_m\left(1-\frac1{2\beta}\right).$$

To leading order $v_D$ is the drift velocity that the contact field would produce. The resistance to diffusion sits within a few lengths $V_T/E_m$ of the top, where electrons are scarcest. The result needs $\beta\gg1$. The correction $1/(2\beta)$ accounts only for the curvature of the barrier. Mobile electrons near the edge of the depletion layer, neglected here, lower $E_m$ by a similar relative amount. Near flat band the depletion approximation fails, and (6) fails with it.

## (e) The two limits

**Obtain the current for $v_D\gg v_R$ and for $v_D\ll v_R$. How do the limits differ in their bias dependence?**

If $v_D\gg v_R$, then $v_{\rm eff}\to v_R$. With $qN_Cv_R=A^*T^2$,

$$J\to A^*T^2e^{-\phi_B/V_T}\left(e^{V/V_T}-1\right).$$

This is thermionic emission theory. Mobility and barrier shape have dropped out. Under forward bias, equation (5) gives $n_m\to n_0e^{V/V_T}$: the quasi-Fermi level is flat up to the top. A value of $v_D$ far above $v_R$ is not a speed at which electrons travel. By (3) and (4), transport up the barrier takes the fraction $v_R/(v_R+v_D)$ of the drive $n_0(e^{V/V_T}-1)$, and this fraction is then small.

If $v_D\ll v_R$, then $v_{\rm eff}\to v_D$, and to leading order in $1/\beta$

$$J\to qN_C\,\mu E_m\,e^{-\phi_B/V_T}\left(e^{V/V_T}-1\right).$$

This is Schottky's diffusion theory. By (5), $n_m-n_0$ is now a small fraction of $n_0(e^{V/V_T}-1)$. This does not yet mean that the top is in equilibrium with the metal. Under forward bias, $n_m\simeq n_0$ requires the stronger condition $v_D/v_R\ll e^{-V/V_T}$; nearly the whole drop of the quasi-Fermi level then lies inside the semiconductor. If instead $e^{V/V_T}v_D/v_R\gg1$, (5) gives $n_m\simeq n_0e^{V/V_T}v_D/(v_R+v_D)$, so the drop inside the semiconductor is $kT\ln(1+v_R/v_D)$ and the rest occurs at the top.

The prefactor is constant in the first limit. In the second it contains $E_m=\sqrt{2qN_D(V_{bi}-V)/\varepsilon}$, so the reverse current grows with bias; by (4) the growth slows as $v_D$ approaches $v_R$, and the current stays below the thermionic value. The forward slope changes too. From $\ln v_{\rm eff}=\ln v_R-\ln(1+v_R/v_D)$,

$$\frac{d\ln v_{\rm eff}}{dV}=\frac{v_R}{v_R+v_D}\,\frac{d\ln v_D}{dV}\simeq-\frac{v_R}{v_R+v_D}\,\frac1{2\psi},$$

where $v_D\propto\sqrt{\psi}$ and $d\psi/dV=-1$ were used. For $V\gg V_T$ the exponential contributes $1/V_T$, and

$$V_T\frac{d\ln J}{dV}\simeq1-\frac{1}{2\beta}\,\frac{v_R}{v_R+v_D}.$$

Diffusion makes the forward characteristic slightly less steep than $e^{V/V_T}$, by at most about $1/(2\beta)$ in relative terms at this order.

## (f) The Bethe criterion

**State the condition for thermionic emission in terms of mobility and field, and translate it into a mean free path.**

By (d) and (e), thermionic emission controls the current when

$$\mu E_m\gg v_R=\frac{A^*T^2}{qN_C}=\sqrt{\frac{kT}{2\pi m^*}} . \tag{7}$$

To connect $\mu$ with collisions, take a force that gives acceleration $a$ along $x$ and a relaxation time $\tau(v)$. To first order in $a$, the change of a Maxwellian $f_0$ is

$$\delta f=-\tau a\frac{\partial f_0}{\partial v_x}=\tau a\frac{m^*v_x}{kT}f_0 .$$

The drift velocity is $am^*\langle v_x^2\tau\rangle/kT$. With $a=qE/m^*$ and isotropy, $\langle v_x^2\tau\rangle=\langle v^2\tau\rangle/3$, this gives

$$\mu=\frac{q\langle v^2\tau\rangle}{3kT}.$$

For constant $\tau$, $\langle v^2\rangle=3kT/m^*$ gives $\mu=q\tau/m^*$. Define the mean free path as $\lambda=\langle v\rangle\tau=4v_R\tau$. Since $m^*v_R^2=kT/2\pi$,

$$\frac{\mu E_m}{v_R}=\frac{qE_m\lambda}{4m^*v_R^2}=\frac{\pi}{2}\,\frac{qE_m\lambda}{kT}.$$

For a constant mean free path, $\tau=\lambda/v$ instead gives $\mu=q\lambda\langle v\rangle/3kT=4q\lambda v_R/3kT$, and

$$\frac{\mu E_m}{v_R}=\frac43\,\frac{qE_m\lambda}{kT}.$$

In both cases (7) says that the barrier must fall by $kT$ within a distance short compared with the mean free path, $kT/(qE_m)\ll\lambda$. An electron that has just enough energy to pass then typically makes its last collision below the critical region. The factor of order one depends on the scattering law, so the criterion marks a crossover, not a sharp boundary. The argument also assumes that collisions keep the gas at the lattice temperature. If they are nearly elastic, an electron can be scattered back over the top from more than $kT$ below it, and the mobility alone does not fix the current.

The mobility in (7) is the low-field one. A strong built-in field does not by itself heat the electrons: at zero bias drift and diffusion cancel and the gas stays at the lattice temperature. Under strong reverse bias this cancellation is lost. Under forward bias, (1) makes the net flow at the top $(1-n_0/n_m)\,v_R/(\mu E_m)$ times the drift flow. By (5) this is small for $V\ll V_T$ at any mobility. For $n_m\gg n_0$ it is $v_R/(\mu E_m)$, and the cancellation is then lost near the top unless $\mu E_m\gg v_R$. In these cases constant $\mu$ is an assumption of the model.

## (g) Image-force rounding

**The image force makes the field vanish at $x_m$. Which field belongs in the criterion, and how much does $v_D$ change?**

Near the contact, with constant depletion field $E_m$, the band edge is a constant plus

$$-qE_mx-\frac{q^2}{16\pi\varepsilon x}.$$

Its derivative vanishes at $x_m=\sqrt{q/(16\pi\varepsilon E_m)}$, where both terms equal $-qE_mx_m$. The barrier is thus lowered by $2E_mx_m$ volts. Let $a=E_mx_m/V_T$, now a pure number, and $x=x_m(1+s)$. The fall from the maximum, divided by $kT$, is

$$a\left(1+s+\frac1{1+s}-2\right)=as-\frac{as}{1+s}.$$

The last term lies between $0$ and $a$. The integral in (2) therefore lies between $V_T/E_m$ and $e^aV_T/E_m$, so that

$$e^{-a}\mu E_m<v_D<\mu E_m .$$

The field in (7) is the depletion field just beyond the rounded top, not the local field at $x_m$. Rounding reduces $v_D$ only moderately if $x_m$ is shorter than $V_T/E_m$. Equation (4) still holds, with the lowered barrier and the integral (2). It assumes that electrons cross $0<x<x_m$ without being scattered back, which requires $x_m$ to be short compared with $\lambda$.

## (h) Numbers for three mobilities

**Take $T=300$ K, $m^*=0.3\,m_e$, relative permittivity 12, $\phi_B=0.70$ V, $N_D=10^{15}$ cm$^{-3}$ and $V=0.20$ V. Which theory applies for mobilities of 5000, 500 and 100 cm$^2$/(V s)?**

These are round model parameters. With $V_T=25.852$ mV and $N_C=4.123\times10^{18}$ cm$^{-3}$,

$$V_{bi}=0.70-0.025852\,\ln(4123)=0.4848\ \text{V},\qquad \psi=0.2848\ \text{V},\qquad \beta=11.02 .$$

The depletion width is 614.6 nm, so $E_m=2\psi/W=9.27\times10^3$ V/cm. The barrier falls by $kT$ within about $V_T/E_m=27.9$ nm. Three such lengths supply 93% of the integral in (2). Equation (6) gives $v_D=0.949\,\mu E_m$; the first correction alone would give $1-1/22.03=0.955$.

The emission velocity is $v_R=4.911\times10^6$ cm/s. The crossover mobility is

$$\frac{v_R}{E_m}=\frac{4.911\times10^6}{9.268\times10^3}\approx530\ \text{cm}^2/(\text{V s}).$$

With $n_0=7.174\times10^6$ cm$^{-3}$ and $e^{V/V_T}-1=2289$, the thermionic limit is $J_{th}=qn_0v_R\times2289=1.292\times10^{-2}$ A/cm$^2$.

For 500 cm$^2$/(V s), $v_D=4.397\times10^6$ cm/s and

$$v_{\rm eff}=\frac{4.911\times4.397}{4.911+4.397}\times10^6=2.320\times10^6\ \text{cm/s}.$$

Thus $J=J_{th}v_{\rm eff}/v_R=6.10\times10^{-3}$ A/cm$^2$, or 61.0 A/m$^2$. For all three mobilities, with $\lambda$ for constant relaxation time:

| $\mu$, cm$^2$/(V s) | $\mu E_m/v_R$ | $J/J_{th}$ | $E_{Fn}$ drop, meV | $\lambda$, nm |
|---|---|---|---|---|
| 5000 | 9.43 | 0.900 | 2.7 | 168 |
| 500 | 0.94 | 0.472 | 19.4 | 16.8 |
| 100 | 0.19 | 0.152 | 48.7 | 3.4 |

The ratios $J/J_{th}$ follow from (4) and inherit the choice of emission law made in (a); they are estimates, not exact kinetic results. The first contact is mainly thermionic, and (4) puts its current 10% below $J_{th}$. The second is governed about equally by both processes. The third is mainly diffusive. There Schottky's leading formula gives $2.44\times10^{-3}$ A/cm$^2$, which is 24% above the combined value of $1.96\times10^{-3}$ A/cm$^2$. Within (4), the excess is the product of $1/0.949=1.054$, from the curved barrier, and $1+v_D/v_R=1.179$, from finite emission.

The last row also nears a limit of the semiclassical picture, which needs $\lambda$ to exceed the reduced thermal wavelength $\hbar/\sqrt{m^*kT}=(2/N_C)^{1/3}/\sqrt{2\pi}\approx3$ nm. It illustrates the formula rather than predicting a material's current.

Without image force, a change of bias from $-0.5$ to $-2$ V raises $E_m$ by a factor 1.59. The reverse current rises by 2% for the highest mobility and by 39% for the lowest. The latter stays below the field's 59% because emission still carries part of the series resistance.

For 500 cm$^2$/(V s), image-force rounding puts the top at $x_m=5.7$ nm and lowers it by 10.5 mV. Here $a=5.72/27.89=0.205$, so the constant-field estimate limits the loss of $v_D$ to the factor $e^{-a}=0.81$; the full parabola gives 0.86 relative to the sharp barrier. The current nevertheless rises to $8.42\times10^{-3}$ A/cm$^2$, because the lower barrier contributes $e^{10.52/25.85}=1.50$ while $v_{\rm eff}$ falls by 8%. This value is only an estimate: $x_m/\lambda=5.7/16.8=0.34$ is not very small, so some electrons collide between the top and the metal, which (4) ignores. At 100 cm$^2$/(V s) the mean free path would be shorter than this $x_m$, and collision-free passage could not be assumed at all. The remaining values are in the numerical output.

## Computed values

```
temperature = 300 K; V_T = 25.852 mV
mass = 0.30 m_e; relative permittivity = 12
barrier = 0.70 V; donors = 1.0e+15 cm^-3
forward bias = 0.20 V; exp(V/V_T)-1 = 2289.1
N_C = 4.1234e+18 cm^-3
A* = 36.052 A cm^-2 K^-2
v_R = 4.9114e+06 cm/s
n_0 at barrier top = 7.1742e+06 cm^-3
V_bi = 0.4848 V; band bending = 0.2848 V
beta = 11.016; depletion width = 614.6 nm
E_m = 9.2677e+03 V/cm; kT/(q E_m) = 27.89 nm
v_D/(mobility*E_m) = 0.9489
share of v_D integral within 3 kT/(q E_m) = 0.9276
critical mobility v_R/E_m = 529.9 cm^2/(V s)
thermionic-limit J = 1.2923e-02 A/cm^2
Bethe factor, constant relaxation time = 1.5708
Bethe factor, constant mean free path = 1.3333
mobility = 5000 cm^2/(V s):
  mobility*E_m = 4.6339e+07 cm/s; ratio to v_R = 9.4349
  v_D = 4.3971e+07 cm/s; v_eff = 4.4180e+06 cm/s
  J = 1.1624e-02 A/cm^2; J/J_thermionic = 0.8995
  Schottky diffusion J = 1.2192e-01 A/cm^2
  n_m/n_0 = 2060.10; quasi-Fermi drop = 2.74 meV
  mean free path (constant tau) = 167.55 nm
mobility = 500 cm^2/(V s):
  mobility*E_m = 4.6339e+06 cm/s; ratio to v_R = 0.9435
  v_D = 4.3971e+06 cm/s; v_eff = 2.3200e+06 cm/s
  J = 6.1043e-03 A/cm^2; J/J_thermionic = 0.4724
  Schottky diffusion J = 1.2192e-02 A/cm^2
  n_m/n_0 = 1082.31; quasi-Fermi drop = 19.38 meV
  mean free path (constant tau) = 16.75 nm
mobility = 100 cm^2/(V s):
  mobility*E_m = 9.2677e+05 cm/s; ratio to v_R = 0.1887
  v_D = 8.7943e+05 cm/s; v_eff = 7.4587e+05 cm/s
  J = 1.9625e-03 A/cm^2; J/J_thermionic = 0.1519
  Schottky diffusion J = 2.4385e-03 A/cm^2
  n_m/n_0 = 348.63; quasi-Fermi drop = 48.66 meV
  mean free path (constant tau) = 3.35 nm
reverse |J|, mobility 5000 cm^2/(V s): 5.3370e-06 (-0.5 V), 5.4488e-06 (-2 V) A/cm^2
  ratio = 1.0209
reverse |J|, mobility 100 cm^2/(V s): 1.4517e-06 (-0.5 V), 2.0136e-06 (-2 V) A/cm^2
  ratio = 1.3871
E_m(-2 V)/E_m(-0.5 V) = 1.5884
image force, mobility 500 cm^2/(V s): x_m = 5.72 nm; lowering = 10.52 mV
  v_D = 3.7627e+06 cm/s; ratio to sharp barrier = 0.8557
  J with lowered barrier = 8.4212e-03 A/cm^2
```
